# The induced vacuum charge density contains only odd powers of Zα

## The contour integral and charge conjugation

An electron of charge $-e$ and mass $m$ moves in a static potential energy $V(\mathbf x)$. Its Dirac Hamiltonian and Green function are

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf x),\qquad G(z)=\frac{1}{z-H}.
$$

The potential polarizes the vacuum. To lowest order in the interaction of the electron field with its own radiation, the induced charge density is

$$
\rho(\mathbf x)=-e\int_{-i\infty}^{i\infty}\frac{dz}{2\pi i}\,\mathrm{Tr}\,G(\mathbf x,\mathbf x;z),
\tag{1}
$$

where the trace runs over the four spinor components and the limits are taken symmetrically. This density changes sign with the potential,

$$
\rho[-V]=-\rho[V].
\tag{2}
$$

For a point nucleus of charge $Ze$, in Gaussian units,

$$
V(r)=-\frac{Ze^2}{r}=-\frac{Z\alpha\,\hbar c}{r},\qquad \alpha=\frac{e^2}{\hbar c},
$$

so reversing $V$ is the same as reversing $Z\alpha$, and the expansion of $\rho$ contains $Z\alpha$, $(Z\alpha)^3$, $(Z\alpha)^5$ and so on, with no even powers. The bold $\boldsymbol\alpha$ denotes the Dirac matrices and the plain $\alpha$ the fine-structure constant.

Two assumptions enter. The potential vanishes at infinity, which fixes the zero of energy midway between the two continua $E\ge mc^2$ and $E\le -mc^2$. Moreover, no bound level reaches $E=0$ as the potential is switched on from zero to full strength. The sign of the energy then separates electron states from the negative-energy sea. A third point concerns divergences: (1) needs a regulator, and (2) holds if the regulator respects charge conjugation. What this requires is stated below, once the symmetry is at hand.

To derive (1), expand the field operator in the eigenfunctions $\varphi_n$ of $H$, with the bound states included:

$$
\psi(\mathbf x)=\sum_{E_n>0}a_n\varphi_n(\mathbf x)+\sum_{E_n<0}b_n^\dagger\varphi_n(\mathbf x).
$$

The vacuum is the state annihilated by every $a_n$ and every $b_n$. It contains no electrons, not even in bound levels, and no positrons. The sums include integrals over the continua.

The product $-e\,\psi^\dagger\psi$ would count the charge of the whole filled sea, which is infinite even without a potential. For each spinor component,

$$
\psi_i^\dagger\psi_i=\tfrac12\left[\psi_i^\dagger,\psi_i\right]+\tfrac12\left\{\psi_i^\dagger,\psi_i\right\}.
$$

The anticommutator is fixed by the canonical relations and does not depend on $V$. It is a constant background, and it is removed by defining the charge density operator as

$$
\hat\rho(\mathbf x)=-\frac e2\sum_i\left[\psi_i^\dagger(\mathbf x),\psi_i(\mathbf x)\right].
$$

In the vacuum, $\langle b_nb_{n'}^\dagger\rangle=\delta_{nn'}$ and $\langle a_na_{n'}^\dagger\rangle=\delta_{nn'}$, while the opposite orderings vanish. Therefore

$$
\sum_i\langle\psi_i^\dagger\psi_i\rangle=\sum_{E_n<0}|\varphi_n|^2,\qquad
\sum_i\langle\psi_i\psi_i^\dagger\rangle=\sum_{E_n>0}|\varphi_n|^2 .
$$

The commutator is the difference of these two sums. With the prefactor $-e/2$,

$$
\rho(\mathbf x)=\frac e2\left(\sum_{E_n>0}|\varphi_n(\mathbf x)|^2-\sum_{E_n<0}|\varphi_n(\mathbf x)|^2\right).
\tag{3}
$$

The sign can be read off directly. If the potential draws the density of the sea towards a point, the second sum grows there and the charge becomes more negative, as it must for particles of charge $-e$.

Equation (3) contains a sign function of the energy, and a contour integral can supply it. The spectral form of the Green function is

$$
\mathrm{Tr}\,G(\mathbf x,\mathbf x;z)=\sum_n\frac{|\varphi_n(\mathbf x)|^2}{z-E_n},
$$

so each level is a simple pole with residue $|\varphi_n|^2$. Take a closed contour $C_+$ that runs from $-i\Omega$ to $i\Omega$ along a large arc on the right and returns down the imaginary axis. It is counterclockwise and encloses the positive levels below $\Omega$. Take a second contour $C_-$ from $i\Omega$ to $-i\Omega$ along a large arc on the left, returning up the axis. It encloses the negative levels above $-\Omega$. For a fixed level and $\Omega\to\infty$, the integrand on either arc approaches $1/z$, and each arc subtends an angle $\pi$, so each contributes $\tfrac12$ to the integral over $dz/(2\pi i)$. Let $I$ be the integral up the axis. Then

$$
\oint_{C_+}\frac{dz}{2\pi i}\frac1{z-E}=\frac12-I,\qquad
\oint_{C_-}\frac{dz}{2\pi i}\frac1{z-E}=\frac12+I .
$$

The arcs cancel in the difference, which is the combination appearing in (3), and $-2I$ remains. Multiplication by $e/2$ gives $-eI$, which is (1).

The same integral done without arcs shows which cut-off is implied. Put $z=i\eta$ with $\eta$ a real energy, so that $dz/(2\pi i)=d\eta/(2\pi)$. Since

$$
\frac1{i\eta-E}=-\frac{E+i\eta}{E^2+\eta^2},
$$

the part odd in $\eta$ drops out between symmetric limits, and

$$
\int_{-\Omega}^{\Omega}\frac{d\eta}{2\pi}\,\frac1{i\eta-E}
=-\frac1{2\pi}\int_{-\Omega}^{\Omega}\frac{E\,d\eta}{E^2+\eta^2}
=-\frac1\pi\arctan\frac{\Omega}{E}\;\longrightarrow\;-\frac12\,\mathrm{sgn}\,E .
\tag{4}
$$

At finite $\Omega$ the contour formula is thus the mode sum (3) with the sign function replaced by $(2/\pi)\arctan(\Omega/E_n)$. Levels with $|E_n|\ll\Omega$ count fully, and levels with $|E_n|\gg\Omega$ are suppressed as $2\Omega/(\pi E_n)$. This weight is odd in the energy, a property that will matter. It also refers to the energy $E_n$ itself, potential energy included, and that has a consequence for the linear term which is worked out in the second half.

The assumption about bound levels can now be seen in the picture. Suppose that a strong, extended attractive source pulled a level slightly below zero while it stayed above $-mc^2$. A vacuum with this level empty would still be well defined, but the contour would have to cross the real axis to the left of the level. Integration along the imaginary axis would count the level as filled and add $-e|\varphi|^2$ to the density. The formula (1) fails in that case because the line no longer separates empty states from filled ones.

The symmetry behind (2) relates an electron in $V$ to a positron in the same external field. In the usual representation,

$$
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

the matrices $\alpha_1$, $\alpha_3$ and $\beta$ are real and symmetric, whereas $\alpha_2$ is imaginary and antisymmetric. Hence $\alpha_{1,3}^T=\alpha_{1,3}$, $\beta^T=\beta$ and $\alpha_2^T=-\alpha_2$. Define

$$
C=\beta\alpha_2,\qquad C^2=\beta\alpha_2\beta\alpha_2=-\beta^2\alpha_2^2=-1,\qquad C^{-1}=-C .
$$

Different matrices among $\alpha_1,\alpha_2,\alpha_3,\beta$ anticommute. To move $\alpha_1$ or $\alpha_3$ through $C$, two different matrices must be passed, so the signs cancel and $C$ commutes with both. To move $\alpha_2$ or $\beta$ through $C$, one different matrix is passed, so $C$ anticommutes with these. For $\alpha_2$ the sign from transposition compensates the sign from anticommutation. For $\beta$ nothing compensates it. Thus

$$
C\boldsymbol\alpha^TC^{-1}=\boldsymbol\alpha,\qquad C\beta^TC^{-1}=-\beta .
\tag{5}
$$

Next, transpose the whole Hamiltonian, in its spatial arguments as well as in its spinor indices. For an operator with kernel $A_{ij}(\mathbf x,\mathbf y)$ the transpose is $A_{ji}(\mathbf y,\mathbf x)$. The momentum has the kernel $-i\hbar\nabla_x\delta(\mathbf x-\mathbf y)$. Exchanging the arguments gives $-i\hbar\nabla_y\delta(\mathbf y-\mathbf x)=+i\hbar\nabla_x\delta(\mathbf x-\mathbf y)$, so $\mathbf p^T=-\mathbf p$. A local potential is its own transpose. Hence

$$
H[V]^T=-c\,\boldsymbol\alpha^T\cdot\mathbf p+\beta^Tmc^2+V,
$$

and with (5)

$$
C\,H[V]^T\,C^{-1}=-c\,\boldsymbol\alpha\cdot\mathbf p-\beta mc^2+V
=-\left(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-V\right)=-H[-V].
\tag{6}
$$

The kinetic and mass terms change sign and the potential does not. When an overall minus sign is taken out, the potential is the term that appears reversed. An energy $E$ in the potential $V$ therefore corresponds to an energy $-E$ in $-V$.

For the Green function, transposition and inversion can be exchanged, and (6) gives

$$
C\,G_V(z)^T\,C^{-1}=\frac1{z+H[-V]}=-\frac1{(-z)-H[-V]}=-G_{-V}(-z).
$$

Take equal spatial arguments. Exchanging $\mathbf x$ with itself does nothing, and the spinor trace is unchanged by transposition and by conjugation with $C$. What remains is

$$
\mathrm{Tr}\,G_V(\mathbf x,\mathbf x;z)=-\mathrm{Tr}\,G_{-V}(\mathbf x,\mathbf x;-z).
\tag{7}
$$

Insert this in (1) and change the variable to $z'=-z$. The differential changes sign and the limits are exchanged, which restores the original orientation:

$$
\rho[V]=e\int_{-i\infty}^{i\infty}\frac{dz}{2\pi i}\,\mathrm{Tr}\,G_{-V}(\mathbf x,\mathbf x;-z)
=e\int_{-i\infty}^{i\infty}\frac{dz'}{2\pi i}\,\mathrm{Tr}\,G_{-V}(\mathbf x,\mathbf x;z')=-\rho[-V].
$$

This is (2). At $V=0$ it says that the empty vacuum carries no charge density.

The requirement on the regulator is now plain. In three dimensions the trace at coincident points diverges and must be replaced by a finite quantity. The argument goes through if that quantity still obeys (7). One possibility is to subtract the same expression computed with a large auxiliary mass. The derivation of (7) holds for any value of $m$, so the difference obeys it too. Another is to keep a finite set of angular momentum channels that is mapped onto itself by charge conjugation. This second choice is used for the Coulomb field.

The expansion in powers shows where the even terms go. Let $G_0(z)$ be the Green function for $V=0$. From $(z-H_0-V)G=1$ one has $G=G_0+G_0VG$, and iteration gives

$$
G=\sum_{n\ge0}G^{(n)},\qquad G^{(n)}=G_0\,(VG_0)^n .
$$

Replacing $V$ by $-V$ multiplies $G^{(n)}$ by $(-1)^n$. Comparing equal orders in (7),

$$
\mathrm{Tr}\,G^{(n)}(\mathbf x,\mathbf x;z)=(-1)^{n+1}\,\mathrm{Tr}\,G^{(n)}(\mathbf x,\mathbf x;-z).
\tag{8}
$$

For odd $n$ the trace is an even function of $z$, and its integral along the axis can differ from zero. For even $n$ it is an odd function, and the two halves of the contour cancel. In terms of diagrams, $G^{(n)}$ is an electron loop with $n$ couplings to the external potential and one further vertex at which the density is measured. Even $n$ means an odd number of vertices in total, and the vanishing of such loops is Furry's theorem.

The cancellation takes place between energies and not at each energy. Since $H$ is Hermitian, $G(z^*)=G(z)^\dagger$, and the trace at $-i\eta$ is the complex conjugate of the trace at $i\eta$. Combined with (8), this makes the trace on the axis real for odd $n$ and purely imaginary for even $n$. The density may therefore be written as

$$
\rho(\mathbf x)=-\frac e\pi\int_0^\infty d\eta\,\mathrm{Re}\,\mathrm{Tr}\,G(\mathbf x,\mathbf x;i\eta),
\tag{9}
$$

in which taking the real part discards the even orders.

Other external fields show what the symmetry does and does not say. A magnetic field enters through $\mathbf p\to\mathbf p+e\mathbf A/c$ and adds $e\,\boldsymbol\alpha\cdot\mathbf A$ to $H$. By (5) this term, like $V$, keeps its sign under the operation in (6), so the density is odd under joint reversal of $V$ and $\mathbf A$. A term such as $V\mathbf A^2$ is allowed and $V\mathbf A$ is not. A scalar potential $\beta S$ behaves instead like a position-dependent mass. It changes sign together with $\beta mc^2$ and appears unreversed on the right of (6). The density is then odd in $V$ at fixed $S$, and a product $SV$, which is of second order in the external fields, is permitted.

The theorem also concerns the vacuum and not an atom with electrons. If one 1s state is occupied, the density acquires the term $-e|\varphi_{1s}|^2$. For small $Z\alpha$ this is

$$
-\frac{e}{\pi}\left(\frac{Z\alpha\,mc}{\hbar}\right)^3e^{-2Z\alpha\,mcr/\hbar},
$$

and expansion of the exponential at fixed $r$ produces $(Z\alpha)^3$, $(Z\alpha)^4$ and further powers of both parities. Nothing forbids this, because charge conjugation turns an occupied electron state around a nucleus into an occupied positron state around an antinucleus, which is a different state from the one needed for (2).

## The Coulomb field, channel by channel

The density induced by a static potential energy $V$ is $\rho=-e\int dz/(2\pi i)\,\mathrm{Tr}\,G(\mathbf x,\mathbf x;z)$ along the imaginary axis, with $G=(z-H)^{-1}$, electron charge $-e$ and $z=i\eta$. Charge conjugation gives $\mathrm{Tr}\,G_V(z)=-\mathrm{Tr}\,G_{-V}(-z)$, and hence $\rho[-V]=-\rho[V]$, if the regulator preserves this relation. For a central potential, angular momentum channels provide such a regulator.

Write the eigenfunctions as

$$
\varphi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa\mu}\\ iQ(r)\,\chi_{-\kappa\mu}\end{pmatrix},\qquad
\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa\mu}=-\hbar(\kappa+1)\chi_{\kappa\mu},\qquad
\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu},
$$

where $\kappa=\pm1,\pm2,\dots$ and $2j+1=2|\kappa|$. Since $\sigma_r^2=1$,

$$
\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\left(-i\hbar\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right),
$$

so that $\boldsymbol\sigma\cdot\mathbf p\,(P/r)\chi_{\kappa\mu}=(i\hbar/r)(P'+\kappa P/r)\chi_{-\kappa\mu}$. The same rule with $\kappa\to-\kappa$ serves for $Q$. The radial Hamiltonian acting on $(P,Q)$ is

$$
h_\kappa[V]=\begin{pmatrix}mc^2+V&\hbar c\left(-\frac d{dr}+\frac\kappa r\right)\\ \hbar c\left(\frac d{dr}+\frac\kappa r\right)&-mc^2+V\end{pmatrix}.
\tag{10}
$$

Let $g_\kappa=(z-h_\kappa)^{-1}$. The sum of $|\chi_{\kappa\mu}|^2$ over $\mu$ is rotationally invariant and integrates to $2|\kappa|$, so it equals $2|\kappa|/4\pi$. With the factor $1/r^2$ from the wave functions,

$$
\rho(r)=-e\sum_{k=1}^\infty\frac{k}{2\pi r^2}S_k(r),\qquad
S_k=\int_{-\infty}^{\infty}\frac{d\eta}{2\pi}\left[\mathrm{tr}\,g_k+\mathrm{tr}\,g_{-k}\right](r,r;i\eta).
\tag{11}
$$

Exchanging the two rows and the two columns of (10) gives $-h_{-\kappa}[-V]$. Therefore $\mathrm{tr}\,g_\kappa[V](z)=-\mathrm{tr}\,g_{-\kappa}[-V](-z)$, and each $S_k$ is odd in $V$ by itself. The channels $\kappa$ and $-\kappa$ must be kept together.

The radial Green function is built from a solution $u$ regular at the origin and a solution $w$ decaying at infinity. Set $g=w(r)u(s)^T/N$ for $r>s$ and $g=u(r)w(s)^T/N$ for $r<s$. The derivative terms in $(z-h)g=\delta(r-s)$ fix the jump at $r=s$:

$$
\hbar c\begin{pmatrix}0&1\\-1&0\end{pmatrix}\frac{wu^T-uw^T}{N}=1,\qquad
wu^T-uw^T=(u_1w_2-u_2w_1)\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
$$

Hence $N=\hbar c\,(u_1w_2-u_2w_1)$, which the radial equations keep independent of $r$. The jump has no diagonal elements, so the trace at coincident radii is unambiguous:

$$
\mathrm{tr}\,g_\kappa(r,r;z)=\frac{1}{\hbar c}\,\frac{u_1w_1+u_2w_2}{u_1w_2-u_2w_1}.
\tag{12}
$$

For the nucleus put $a=Z\alpha$, $\xi=mcr/\hbar$ and $\varepsilon=z/mc^2$. With $V=-a\hbar c/r$, the equation $h_\kappa(P,Q)^T=z(P,Q)^T$ reads, with primes now denoting $d/d\xi$,

$$
P'=-\frac\kappa\xi P+\left(1+\varepsilon+\frac a\xi\right)Q,\qquad
Q'=\frac\kappa\xi Q+\left(1-\varepsilon-\frac a\xi\right)P .
$$

Separate growing and decaying parts by $P=\sqrt{1+\varepsilon}\,(A+B)$ and $Q=\sqrt{1-\varepsilon}\,(A-B)$. Define

$$
\lambda=\sqrt{1-\varepsilon^2},\quad \nu=\frac{a\varepsilon}\lambda,\quad
\gamma=\sqrt{\kappa^2-a^2},\quad \mu_\pm=\frac a\lambda\pm\kappa .
$$

Half the sum and half the difference of the two equations, after division by their square roots, give

$$
\xi A'=(\lambda\xi-\nu)A-\mu_+B,\qquad \xi B'=-(\lambda\xi-\nu)B+\mu_-A .
\tag{13}
$$

Apply $D=\xi\,d/d\xi$ once more to $B$ and eliminate $A$. The terms in $DB$ cancel, leaving

$$
D^2B=\left[(\lambda\xi-\nu)^2-\lambda\xi-\mu_+\mu_-\right]B
=\left[\lambda^2\xi^2-(2\nu+1)\lambda\xi+\gamma^2\right]B,
$$

because $\nu^2-\mu_+\mu_-=a^2(\varepsilon^2-1)/\lambda^2+\kappa^2=\gamma^2$. For $B=\xi^{-1/2}F$ one has $D^2B=\xi^{-1/2}(\xi^2F''+F/4)$. In the variable $x=2\lambda\xi$ this is Whittaker's equation,

$$
\frac{d^2F}{dx^2}=\left[\frac14-\frac{\nu+\frac12}{x}+\frac{\gamma^2-\frac14}{x^2}\right]F .
$$

The equation for $A$ has $+\lambda\xi$ in place of $-\lambda\xi$, and so $\nu-\tfrac12$ in place of $\nu+\tfrac12$. The relative factors follow from (13). At large $\xi$ the decaying solution has $A\simeq\mu_+B/(2\lambda\xi)$. At small $\xi$ the regular one behaves as $\xi^\gamma$, which requires $(\gamma+\nu)A=-\mu_+B$. Thus

$$
\begin{aligned}
w:&\quad A_w=\mu_+\,\xi^{-1/2}W_{\nu-\frac12,\gamma}(x),& B_w&=\xi^{-1/2}W_{\nu+\frac12,\gamma}(x),\\
u:&\quad A_u=-\mu_+\,\xi^{-1/2}M_{\nu-\frac12,\gamma}(x),& B_u&=(\gamma+\nu)\,\xi^{-1/2}M_{\nu+\frac12,\gamma}(x).
\end{aligned}
$$

Inserted in (12), they give

$$
\mathrm{tr}\,g_\kappa=\frac1{\hbar c}\,\frac{A_uA_w+B_uB_w+\varepsilon(A_uB_w+B_uA_w)}{\lambda\,(B_uA_w-A_uB_w)} .
\tag{14}
$$

The symmetry is visible here. Under $(a,\kappa,\varepsilon)\to(-a,-\kappa,-\varepsilon)$ the quantities $\lambda,\nu,\gamma$ are unchanged and $\mu_+$ changes sign. Both $A$ functions change sign, the numerator stays the same and the denominator is reversed.

A power series also requires that no pole meet the contour. The poles lie where the regular solution decays, $\nu-\gamma=n$ with $n=0,1,\dots$ (for $n=0$ only $\kappa<0$ occurs), so

$$
\varepsilon=\left[1+\frac{a^2}{(n+\gamma)^2}\right]^{-1/2}.
$$

For $0<a<1$ all are positive. The lowest, with $\kappa=-1$ and $n=0$, is $\varepsilon=\sqrt{1-a^2}$, which reaches zero at $a=1$, where $\gamma$ also ceases to be real.

Now let $a$ be complex with $|a|<k$, so that $\mathrm{Re}\,\gamma>0$. A pole on the imaginary axis needs $\varepsilon^2\le0$, that is $a=i\tau N$ with $N=n+\gamma$ and real $|\tau|\ge1$. Then $(N-n)^2=k^2+\tau^2N^2$, a quadratic equation with real coefficients. If $N$ is real, $a$ is imaginary and $\gamma=\sqrt{k^2+|a|^2}>|a|$, which contradicts $|N|\le|a|$. If $N$ is not real, then $|\tau|>1$ and the real part of the roots is $n/(1-\tau^2)\le0$, which contradicts $\mathrm{Re}\,N>0$. No pole reaches the axis.

At large $|\eta|$, (13) gives $A_w/B_w\simeq\mu_+/(2\lambda\xi)$ and $B_u/A_u\simeq\mu_-/(2\lambda\xi)$, so

$$
\hbar c\,\mathrm{tr}\,g_\kappa=-\frac\varepsilon\lambda-\frac{\varepsilon\,\mu_+\mu_-}{2\lambda^3\xi^2}+O\!\left(|\eta|^{-3}\right),\qquad \mu_+\mu_-=\frac{a^2}{\lambda^2}-\kappa^2 .
\tag{15}
$$

To see this, divide numerator and denominator of (14) by $A_uB_w$. With $s=A_w/B_w$ and $t=B_u/A_u$ the trace is $-[s+t+\varepsilon(1+st)]/[\lambda(1-st)]=-\varepsilon/\lambda-2\varepsilon st/\lambda-(s+t)/\lambda+\cdots$. The product $st$ gives the second term of (15). The leading parts of $s$ and $t$ add to $(\mu_++\mu_-)/(2\lambda\xi)=a/(\lambda^2\xi)$, and the next corrections from (13) are $(2\nu-1)\mu_+/(4\lambda^2\xi^2)$ in $s$ and $(2\nu+1)\mu_-/(4\lambda^2\xi^2)$ in $t$, where $\nu\to\pm ia$ stays finite. Their $\nu$ parts add to $\nu a/(\lambda^3\xi^2)$, one order smaller, and the rest adds to $-\kappa/(2\lambda^2\xi^2)$, which is of the same order as the leading parts. So $s+t$ is of order $\eta^{-2}$ and contributes only at order $|\eta|^{-3}$, as do the corrections to $st$. The first term of (15) tends to $\mp i$ for $\eta\to\pm\infty$ and the second falls as $\eta^{-2}$. Both are odd in $\eta$ and cancel between $\eta$ and $-\eta$. What is left falls as $|\eta|^{-3}$, and the integral converges. So $S_k$ is analytic for $|a|<k$, and being odd it has a series in odd powers there. The channel $k=1$ sets the condition $Z\alpha<1$.

The limits $\mp i$ have a consequence at first order. Add a uniform potential $V_0$ with $|V_0|<mc^2$ to a free channel. The trace $f(z)$ becomes $f(z-V_0)$, and its term of order $n$ integrates to

$$
\frac{(-V_0)^n}{n!}\int\frac{dz}{2\pi i}\,f^{(n)}(z)=\frac{(-V_0)^n}{2\pi i\,n!}\left[f^{(n-1)}(i\infty)-f^{(n-1)}(-i\infty)\right].
$$

For $n=1$ this is $V_0/(\pi\hbar c)$, and for $n\ge2$ it vanishes. Yet a small uniform shift alters no wave function and moves no level through zero, so the density should not respond. The residue arises because the contour cuts off levels by total energy, potential included. It is linear, and it belongs to the term that must be renormalized in any case.

At third order the energy integral must precede the sum over $k$. For large $k$ the centrifugal term acts as a mass, $M\simeq\hbar ck/r$, and $f\simeq-z/(\hbar c\sqrt{M^2-z^2})$. In one channel $f''$ vanishes at the ends of the contour. But with $z=i\eta$, $\eta>0$, the sum $\sum_kk f''$ is proportional to

$$
\eta\int_0^\infty\frac{M^3\,dM}{(\eta^2+M^2)^{5/2}}=\frac23,
$$

which does not vanish as $\eta\to\infty$. Summing over $k$ first would leave a spurious response proportional to $V_0^3$. It would still be odd, but wrong.

Consider a bare selenium nucleus, treated as a point charge: $Z=34$ and $Z\alpha=0.2481$. Its 1s level lies at $0.9687\,mc^2$, far from zero. The density is evaluated at $r=\hbar/(mc)=386.2\ \mathrm{fm}$. The Whittaker functions were computed from their integral representations and the energy integral by Gauss–Legendre quadrature. Power coefficients were obtained by a discrete Fourier sum over complex $a$ on the circle $|a|=0.4$.

The second-order Born term, computed from free radial solutions and summed over $\kappa=\pm1$, shows the cancellation. Its coefficient of $(Z\alpha)^2$ in the trace is $-0.4626\,i/(\hbar c)$ at $\eta=0.7\,mc^2$ and $+0.4626\,i/(\hbar c)$ at $\eta=-0.7\,mc^2$. It is not small, it is imaginary, and it is odd. The integrated odd terms are

$$
S_1=\frac{mc}\hbar\left[-0.6777\,a-0.00421\,a^3-0.00128\,a^5-0.00059\,a^7-\cdots\right].
$$

The linear coefficient is unrenormalized. Evaluated with the local potential $V=-a\,mc^2$ at this radius, the uniform-shift residue for the two channels would be $-2a/\pi=-0.6366\,a$, close to the whole linear term. The number $-0.6777$ is therefore no measure of a physical density.

From (11), the third-order density for $|\kappa|=1$ is

$$
\rho_1^{(3)}=\frac{0.004214}{2\pi}(0.2481)^3\,e\left(\frac{mc}\hbar\right)^3=1.02\times10^{-5}\,e\left(\frac{mc}\hbar\right)^3 .
$$

The fifth and seventh orders add $1.91\times10^{-7}$ and $5.5\times10^{-9}$ in the same unit. The fifth order is about $2\%$ of the third. With all orders from the third upwards included, the channels $|\kappa|=1,2,3,4$ give

$$
(104.4,\;7.28,\;0.94,\;0.17)\times10^{-7}\,e\left(\frac{mc}\hbar\right)^3 .
$$

Their sum is $1.13\times10^{-5}\,e(mc/\hbar)^3$, or $1.96\times10^{-13}\,e/\mathrm{fm}^3$. It is a partial sum of the Wichmann–Kroll density, which comprises the orders above the first, and $93\%$ of it comes from $|\kappa|=1$. The channels $|\kappa|=5,6,7$ together add only $0.06\times10^{-7}$ in the same unit. These digits belong to the point charge: for a uniformly charged sphere of radius $5.3\ \mathrm{fm}$ the $|\kappa|=1$ value falls from $104.4$ to $103.6\times10^{-7}$, a shift of about $0.8\%$. It is positive at this radius, like the nuclear charge. For the antinucleus the same number would appear with a minus sign, a reversal that any even power would spoil.
